Why reversing a tapered blind hole changes its ALD exposure

**Question**

I am estimating precursor doses for atomic layer deposition in a blind hole that tapers linearly between diameters of 100 nm and 50 nm over a depth of 5000 nm. The dose should be limited by diffusion down the hole.

I compared two versions of this hole: one open at its wide end, the other open at its narrow end. My reasoning says that they need the same exposure. The wall area is the same, so the same number of molecules must be delivered. The resistance to molecular flow from one end to the other is also the same in both directions. Same load, same resistance, same time.

Yet a rough simulation gives clearly different exposures. What is wrong with the argument, and how large should the difference be?

**Answer**

Both of your premises are right, but the conclusion does not follow. A molecule that adsorbs halfway down has crossed the resistance between the mouth and that point, not the whole resistance. What counts is how much wall lies behind how much resistance, and reversal changes that.

**Assumptions**

The hole is much longer than it is wide. Molecules collide with the wall and not with each other, and they leave it in random directions (the cosine law). Bare wall captures a molecule quickly and irreversibly, up to K molecules per unit area, and full wall re-emits every arrival. The flux J₀ at the mouth, in molecules per area and time, is held constant. I treat one saturating half-cycle and ignore the bottom disc at first.

**Flow through the covered part**

Let J(z) be the arrival rate per unit area on the covered wall at depth z. In quasi-steady flow the wall re-emits at the same rate. Consider a cross-section of local diameter d = 2R. A molecule crossing it at angle θ to the axis last left the wall a distance c cot θ upstream, where c is the distance back to the wall measured within the cross-section. Diffuse emission has intensity J/π per solid angle, so the net current is

Q = ∫dA ∫dφ ∫₀^π sin θ dθ (cos θ/π) [J − c cot θ dJ/dz].

The first term integrates to zero, because equal numbers cross both ways. In the second, sin θ cos θ cot θ = cos²θ, whose integral is π/2. Hence

Q = −(1/2)(dJ/dz) ∫dA ∫dφ c.

For a fixed direction φ, divide the disc into parallel chords of length l = 2√(R² − y²). Integrating c along a chord gives l²/2 = 2(R² − y²), and integrating over y from −R to R gives 8R³/3. The angle φ contributes 2π, so the double integral is 16πR³/3 and

Q = −(8πR³/3) dJ/dz = −(πd³/3) dJ/dz.

This is Knudsen diffusion. For a slowly tapering hole it holds locally, to leading order in the slope.

**The moving front**

Suppose the wall is covered down to depth x. Just beyond, molecules are captured, so J(x) ≈ 0 on the scale of J₀. Q is the same at every covered depth, so integrating dJ/dz from the mouth to x gives

J₀ = Q ρ(x), ρ(x) = (3/π) ∫₀ˣ dz/d³.

To advance by dx, the front must fill a wall area πd dx:

Q dt = Kπd(x) dx.

The slant of the wall is negligible for a long hole. Insert Q = J₀/ρ and integrate to the full depth L. The exposure, counted as arrivals per adsorption site at the mouth, is

N = J₀t/K = ∫₀ᴸ πd(x) ρ(x) dx.

Each piece of wall is weighted by the resistance upstream of it. Your argument replaced ρ(x) by ρ(L) everywhere.

**The linear taper**

Let a be the mouth diameter, b the diameter at the closed end and s = (b − a)/L, so that dz = dd/s. Then

ρ = [3/(πs)] ∫ₐᵈ u⁻³ du = [3/(2πs)] (1/a² − 1/d²).

Multiply by πd and change the variable again:

N = [3/(2s²)] ∫ₐᵇ (d/a² − 1/d) dd
 = [3/(2s²)] [(b² − a²)/(2a²) − ln(b/a)].

With r = b/a this becomes

N = [3L²/(2(b − a)²)] F(r), F(r) = (r² − 1)/2 − ln r.

Reversal leaves the prefactor alone and changes r to 1/r. For your hole the prefactor is 1.5 × (5000/50)² = 15000, and

narrow mouth: F(2) = 3/2 − 0.6931 = 0.8069, N = 12103;
wide mouth: F(1/2) = −3/8 + 0.6931 = 0.3181, N = 4772.

The ratio is 2.54. In this model it depends on the two diameters alone: depth, site density, molecular mass and temperature cancel when they are the same for both holes.

**What your argument does get right**

Take one piece of wall. Seen from one end, the resistance in front of it is ρ(x); seen from the other, it is ρ(L) − ρ(x). Adding the two exposures therefore gives

N(a,b) + N(b,a) = ρ(L) × (wall area).

Here the wall area is 1.178 × 10⁶ nm² and ρ(L) = 0.01432 nm⁻², with product 16875, which is indeed 12103 + 4772 to rounding. So area and total resistance fix the sum, and the orientation decides how it is shared. Resistance per length goes as 1/d³ and is greatest at the narrow end. If that end is the mouth, the resistance in front of the wall, averaged over wall area, is 12103/16875 = 72% of ρ(L). If it is the bottom, the average is only 28%.

**Limits of the formula**

For a nearly straight hole, write q = ln r. Expanding the exponential,

F = (e^{2q} − 1)/2 − q = q² + (2/3)q³ + …

Since b − a ≈ aq, the leading term gives the cylinder result N = (3/2)(L/a)². A cylinder of 75 nm and the same depth needs 6667 arrivals per site, between your two cases. Changing the sign of q gives the ratio for a weak taper, with r > 1:

N(narrow mouth)/N(wide mouth) ≈ 1 + (4/3) ln r.

At r = 2 this gives 1.92, so your taper is too strong for the expansion. For r much larger than 1, F(r) → r²/2 while F(1/r) → ln r − 1/2, and the ratio grows as r²/(2 ln r − 1), provided that the narrow end is still wide enough for the model.

Partial filling follows by replacing b with the diameter at the front and keeping the slope s. At half depth that diameter is 75 nm. With the narrow mouth, F(1.5)/F(2) = 0.27 of the exposure has been used; with the wide mouth, F(0.75)/F(0.5) = 0.22. A cylinder would have used 0.25, since its exposure goes as depth squared.

**Exposure in Torr s**

Kinetic theory gives J₀ = P/√(2πmk_BT), hence

P t = N K √(2πmk_BT).

Take round values for a metal-organic precursor: mass 100 u, 500 K and 4 sites per nm². One arrival per site then costs 2.546 × 10⁻⁶ Torr s, and

narrow mouth: 12103 × 2.546 × 10⁻⁶ = 0.0308 Torr s;
wide mouth: 4772 × 2.546 × 10⁻⁶ = 0.0122 Torr s.

At a constant 0.1 Torr above the hole, these are doses of 0.31 s and 0.12 s.

**Finite sticking and the ends of the hole**

Now let the sticking probability be s₀(1 − θ), where θ is the local coverage, and drop both the sharp front and the diffusion equation. Divide the wall into rings and add the bottom disc. Let Aᵢ be the area of element i, and let Gᵢⱼ and Bᵢ be its geometric exchange areas with element j and with the mouth. The arrival rates hᵢ obey

Aᵢhᵢ = BᵢJ₀ + Σⱼ Gᵢⱼ(1 − sⱼ)hⱼ, with sⱼ = s₀(1 − θⱼ).

Let Φᵢ be the accumulated arrivals per site. Captured molecules fill sites, sⱼhⱼ dt = K dθⱼ, so integration over time gives

AᵢΦᵢ = BᵢN + Σⱼ Gᵢⱼ(Φⱼ − θⱼ).

Also dθ/dΦ = s₀(1 − θ), hence θ = 1 − exp(−s₀Φ). As a test, I followed the coverage step by step in a 1000 nm hole with a narrow mouth and s₀ = 0.1. That gave 625.1 arrivals per site, against 624.6 from the time-integrated equations. Both use the same rings, 0.15 diameters wide; with much narrower rings the value is about 628.

With no adsorption the flux would be uniform and Φ = N everywhere. Each adsorbed molecule removes later arrivals, so for the bottom disc

N = Φ_bottom + Σⱼ Sⱼθⱼ, with Sⱼ ≥ 0.

For 95% coverage of the disc, Φ_bottom = ln(20)/s₀. Since θⱼ ≤ 1, finite sticking adds at most this amount to the ballistic exposure ΣSⱼ for a complete layer. For s₀ = 0.01 the limit is 300 arrivals per site.

The solutions for your 5000 nm hole, which include the mouth and the disc, are given for 95% coverage of the disc and rings 0.15 diameters wide:

s₀ = 1: 12512 (narrow mouth) and 4875 (wide mouth), ratio 2.57;
s₀ = 0.01: 12903 and 5191, ratio 2.49.

Finite rings make all four values about 0.5% too low. As the rings are refined, they rise to about 12577 and 4901, and 12975 and 5218, while both ratios stay the same. The second pair lies 6.6% and 8.8% above the simple formula (7.2% and 9.35% with refined rings), so the factor of about 2.5 survives at s₀ = 0.01. It erodes once ln(20)/s₀ is comparable with the wide-mouth exposure: the ratio is about 2.0 at s₀ = 10⁻³ and 1.2 at s₀ = 10⁻⁴, a range that some ALD reactants reach. If ln(20)/s₀ far exceeds the exposures given by the simple formula, the flux is nearly uniform down the hole, both orientations need about ln(20)/s₀, and the ratio tends to 1.

One detail needs care. With the narrow mouth, the two sticking values differ by 391 arrivals, although the disc itself needs only 300 − 3 = 297 more. By the equation for N, the remaining 94 must come from ΣSⱼθⱼ: when the disc reaches 95% at unit sticking, more of the wall is still unfinished. (With refined rings the 391 and 94 become about 398 and 101.)

The reason can be estimated for a uniform tube. At distance x above the bottom, the current that has passed must fill the πdx of wall below, so

Φ(x) ≈ ∫₀ˣ πdx′ × 3/(πd³) dx′ = 3x²/(2d²).

From the disc, the fraction of view lying beyond a distant x is about d²/(4x²), so a slice dx fills d²/(2x³) dx of it. The slice contributes (3/4) dx/x arrivals, or 1.7 for each factor of ten in distance. This holds only for x much larger than d, and it assumes the wall below is full. In a 75 nm cylinder at unit sticking the supply is about 0.9 from 1 to 10 diameters and 1.6 from 5 to 50. That line-of-sight supply matters when 3 arrivals suffice, and is negligible when 300 are needed. At unit sticking, 95% coverage of the disc therefore does not guarantee 95% coverage of the wall just above it. In both orientations the wall coverage falls to about 60% some 0.65 bottom diameters above the disc, and 95% everywhere needs about 12815 and 4963 arrivals per site. At s₀ = 0.01 the lowest wall coverage is 94.9%.

The trend with depth should be read with this in mind. At unit sticking the excess over the formula, for narrow and wide mouth, is 8.3% and 5.5% at 2500 nm, 3.4% and 2.2% at 5000 nm, and 0.7% and 0.4% at 10000 nm. Removing a part proportional to 1/depth, using the two longest holes, leaves −1.9% and −1.5%. The finite rings lower each of these figures by 0.5 to 0.6 points; without that error the remainder is about −1.4% and −0.9%. The rest comes from the early finish of the disc. For a complete layer, ΣSⱼ exceeds the formula by 11.3% and 7.4%, 6.1% and 4.0%, and 3.25% and 2.2% at the three depths, and removing the 1/depth part leaves +0.4% and +0.3%.

**Compared with a real hole**

These numbers are in the rough regime of etched holes for vertical memory, which are around 100 nm wide and several thousand nm deep. A hole that narrows toward the bottom has the favourable orientation. A narrow mouth can arise when material builds up at the entrance, but a short constriction of that kind is not the linear taper treated here.

The largest effect I have sized is the film itself. After a 5 nm liner has grown, the end diameters are 90 nm and 40 nm. At unchanged depth, the formula then requires 1.51 times the original exposure for the narrow mouth and 1.29 times for the wide one, and the ratio rises to 2.98. A fixed dose chosen for the first cycle would therefore be too short later, if the process is diffusion-limited and the dose has no margin.

Two other assumptions are safe here. For a collision diameter of 0.6 nm and a total pressure of 0.1 Torr the mean free path is about 3 × 10⁵ nm, far above the hole diameter. Carrier gas counts too: at 1 to 10 Torr total, the same collision diameter gives 3 × 10⁴ to 3 × 10³ nm. That is still at least 30 hole diameters, but at the upper pressure it is shorter than the depth. The gas held in the hole, even at full reservoir density, is about 10⁻⁵ of the adsorbed amount, which supports the quasi-steady treatment. I have not sized the drop in reservoir pressure when many holes draw on it at once. That would lengthen the dose time, and the constant-pressure times above would no longer apply.

The remaining values are in the numerical output below. There, "coverage at the bottom" means coverage of the bottom disc, and the "upper estimate of added arrivals" is relative to a complete layer, not to the unit-sticking result.

Computed values

```
Diameters of the two ends: 50 and 100 nm
Depth: 5000 nm
Precursor mass: 100 u; temperature: 500 K
Site density: 4.0 per nm2
Reservoir pressure: 0.10 Torr
Wall area: 1.1781e+06 nm2
Total resistance rho(L): 0.01432 per nm2
Area times resistance: 16875
Arrivals per site, narrow mouth: 12103
Arrivals per site, wide mouth: 4772
Arrivals per site, 75 nm cylinder: 6667
Ratio narrow mouth / wide mouth: 2.536
Share of exposure at half depth, narrow mouth: 0.272
Share of exposure at half depth, wide mouth: 0.217
Exposure for one arrival per site: 2.546e-06 Torr s
Exposure, narrow mouth: 0.0308 Torr s
Exposure, wide mouth: 0.0122 Torr s
Dose time, narrow mouth: 0.308 s
Dose time, wide mouth: 0.122 s
Ballistic, sticking 1, 95% coverage at the bottom:
 depth 2500 nm: excess over formula, narrow mouth 8.27 %, wide mouth 5.47 %, ratio 2.603
 depth 5000 nm: excess over formula, narrow mouth 3.38 %, wide mouth 2.15 %, ratio 2.567
 depth 10000 nm: excess over formula, narrow mouth 0.74 %, wide mouth 0.35 %, ratio 2.546
Excess with 1/depth part removed: narrow mouth -1.91 %, wide mouth -1.45 %
Ratio with 1/depth part removed: 2.524
Arrivals per site, ballistic, sticking 1, narrow mouth: 12512
Arrivals per site, ballistic, sticking 1, wide mouth: 4875
Bare-wall sticking of the example: 0.01
Upper estimate of added arrivals ln(20)/s0: 300
Arrivals per site, ballistic, that sticking, narrow mouth: 12903
Arrivals per site, ballistic, that sticking, wide mouth: 5191
Ratio, ballistic, that sticking: 2.486
Short hole (1000 nm, narrow mouth, sticking 0.1), static: 624.6 arrivals per site
Short hole, time stepping: 625.1 arrivals per site
Liner thickness: 5 nm
With liner, exposure factor, narrow mouth: 1.512
With liner, exposure factor, wide mouth: 1.288
With liner, ratio: 2.979
Collision diameter: 0.6 nm
Mean free path: 3.24e+05 nm
Gas stored in hole / gas adsorbed: 9.4e-06
```
